# The first-order GIPAW Hamiltonian for norm-conserving pseudopotentials

A calculation of magnetic shielding with a norm-conserving pseudopotential has to decide which operator perturbs the pseudo wavefunctions when a uniform field is switched on. The all-electron operator is $(e/2m_e)\mathbf L\cdot\mathbf B$. A nonlocal pseudopotential does not commute with $\mathbf r$, so $\mathbf L$ alone is not the only possible form. Three candidates are compared here: $\mathbf L$ alone, $\mathbf L$ plus $m_e\,\mathbf r\times\mathbf v$ with $\mathbf v$ the nonlocal velocity, and $\mathbf L$ plus $m_e\,\mathbf R\times\mathbf v$ with $\mathbf R$ the position of the atom. The gauge-including projector augmented-wave (GIPAW) construction selects the third,

$$\bar H^{(1)}=\frac{e}{2m_e}\Big(\mathbf L+m_e\sum_{\mathbf R}\mathbf R\times\mathbf v_{\mathbf R}\Big)\cdot\mathbf B,\qquad \mathbf v_{\mathbf R}=\frac{1}{i\hbar}[\mathbf r,V^{\rm NL}_{\mathbf R}],$$

provided the partial waves conserve the norm in a generalized sense, which for several waves in one channel is stronger than one norm per wave. Units are SI, the electron charge is $-e$, and spin is omitted. In Gaussian units $e\mathbf A$ becomes $e\mathbf A/c$, and with $e=m_e=\hbar=1$ the operator reads $(\mathbf L+\sum\mathbf R\times\mathbf v_{\mathbf R})\cdot\mathbf B/2c$. The shielding also needs a reconstructed current operator, which is not treated here.

The all-electron problem is the one-electron Hamiltonian $H=(\mathbf p+e\mathbf A)^2/2m_e+V$, with $V$ local and held at its zero-field form, in the gauge $\mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r$. Since $\nabla\cdot\mathbf A=0$, $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and the cyclic property of the triple product gives $\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot\mathbf L$ with $\mathbf L=\mathbf r\times\mathbf p$. With $t=p^2/2m_e$,

$$H=t+V+\frac{e}{2m_e}\mathbf L\cdot\mathbf B+\frac{e^2A^2}{2m_e}.$$

An atom at $\mathbf R$ sees a vector potential that contains a constant part, because $\mathbf A$ is linear: $\mathbf A(\mathbf r)=\mathbf A(\mathbf r-\mathbf R)+\mathbf A(\mathbf R)$. A constant vector potential is removed by a phase. Define

$$U_{\mathbf R}=\exp\Big[-\frac{ie}{\hbar}\mathbf A(\mathbf R)\cdot\mathbf r\Big]=\exp\Big[\frac{ie}{2\hbar}\,\mathbf r\cdot(\mathbf R\times\mathbf B)\Big],$$

where the second form uses $\mathbf B\times\mathbf R=-\mathbf R\times\mathbf B$. The gradient acting on $U^\dagger_{\mathbf R}$ brings down $ie\mathbf A(\mathbf R)/\hbar$, so $U_{\mathbf R}\mathbf pU_{\mathbf R}^\dagger=\mathbf p+(-i\hbar)(ie/\hbar)\mathbf A(\mathbf R)=\mathbf p+e\mathbf A(\mathbf R)$, and therefore

$$\mathbf p+e\mathbf A(\mathbf r)=U_{\mathbf R}\,[\mathbf p+e\mathbf A(\mathbf r-\mathbf R)]\,U_{\mathbf R}^\dagger .$$

An atomic function that is appropriate when the gauge origin sits on the atom becomes appropriate at $\mathbf R$ after multiplication by $U_{\mathbf R}$. With a complete set of partial waves this phase could be expanded in the set, but a finite set would then describe identical atoms differently according to their distance from the origin. GIPAW puts the phase into the transformation itself.

Around each atom take a sphere $\Omega_{\mathbf R}$. The spheres do not overlap and $V$ is spherical inside each. The all-electron partial waves $\phi_n$ solve $(t+V)\phi_n=\varepsilon_n\phi_n$ there; the pseudo waves $\tilde\phi_n$ have the same angular factor and join $\phi_n$ at the surface in value and slope; the projectors $\tilde p_n$ vanish outside and obey $\langle\tilde p_n|\tilde\phi_{n'}\rangle=\delta_{nn'}$. Completeness is assumed: $\sum_n|\tilde\phi_n\rangle\langle\tilde p_n|$ acts as the identity inside the sphere on the functions $U^\dagger_{\mathbf R}\tilde\psi$ that occur. With $\Delta_n=\phi_n-\tilde\phi_n$, which vanishes outside the sphere, the map from pseudo to all-electron states is

$$\mathcal T=1+\sum_{\mathbf R}S_{\mathbf R},\qquad S_{\mathbf R}=\sum_nU_{\mathbf R}|\Delta_n\rangle\langle\tilde p_n|U^\dagger_{\mathbf R}.$$

Let $O$ be built from functions of $\mathbf r$ and at most two derivatives. Then $\bar O=\mathcal T^\dagger O\mathcal T=O+\sum_{\mathbf R}(S^\dagger_{\mathbf R}O+OS_{\mathbf R})+\sum_{\mathbf R\mathbf R'}S^\dagger_{\mathbf R}OS_{\mathbf R'}$. Terms with $\mathbf R\ne\mathbf R'$ vanish because $O$ does not carry a function out of its sphere. Write $O'=U^\dagger_{\mathbf R}OU_{\mathbf R}$. In $S^\dagger_{\mathbf R}O\tilde\psi$ the factor $\langle\Delta_n|O'|U^\dagger_{\mathbf R}\tilde\psi\rangle$ samples the sphere alone, where completeness replaces $U^\dagger_{\mathbf R}\tilde\psi$ by its expansion in the $\tilde\phi_{n'}$; the same holds for $OS_{\mathbf R}$. The three one-site terms then combine as

$$\langle\Delta_n|O'|\tilde\phi_{n'}\rangle+\langle\tilde\phi_n|O'|\Delta_{n'}\rangle+\langle\Delta_n|O'|\Delta_{n'}\rangle=\langle\phi_n|O'|\phi_{n'}\rangle-\langle\tilde\phi_n|O'|\tilde\phi_{n'}\rangle,$$

as follows from expanding $\phi=\tilde\phi+\Delta$ on the right. With all brackets taken over the sphere,

$$\bar O=O+\sum_{\mathbf R,nn'}U_{\mathbf R}|\tilde p_n\rangle\big[\langle\phi_n|O'|\phi_{n'}\rangle-\langle\tilde\phi_n|O'|\tilde\phi_{n'}\rangle\big]\langle\tilde p_{n'}|U^\dagger_{\mathbf R}.$$

For $O=1$ this is the overlap operator $\bar S=1+\sum U_{\mathbf R}|\tilde p_n\rangle q_{nn'}\langle\tilde p_{n'}|U^\dagger_{\mathbf R}$ with $q_{nn'}=\langle\phi_n|\phi_{n'}\rangle-\langle\tilde\phi_n|\tilde\phi_{n'}\rangle$. The field enters through $U_{\mathbf R}$ alone, so if the whole matrix $q$ vanishes, $\bar S=1$ at any field within the completeness assumption.

For $O=H$ the translation identity gives $H'=t+V+(e/2m_e)\mathbf L_{\mathbf R}\cdot\mathbf B+e^2A(\mathbf r-\mathbf R)^2/2m_e$, with $\mathbf L_{\mathbf R}=(\mathbf r-\mathbf R)\times\mathbf p$. Choose a smooth $V_{\rm loc}$ equal to $V$ outside the spheres. The difference $V-V_{\rm loc}$ is confined to the spheres and commutes with $U_{\mathbf R}$, so completeness on both sides writes it as $\sum U_{\mathbf R}|\tilde p_n\rangle\langle\tilde\phi_n|V-V_{\rm loc}|\tilde\phi_{n'}\rangle\langle\tilde p_{n'}|U^\dagger_{\mathbf R}$. Added to the bracket, this turns $-\langle\tilde\phi|V|\tilde\phi\rangle$ into $-\langle\tilde\phi|V_{\rm loc}|\tilde\phi\rangle$, and

$$\bar H=\frac{(\mathbf p+e\mathbf A)^2}{2m_e}+V_{\rm loc}+\sum_{\mathbf R,nn'}U_{\mathbf R}|\tilde p_n\rangle\big[D_{nn'}+a^{(1)}_{nn'}+a^{(2)}_{nn'}\big]\langle\tilde p_{n'}|U^\dagger_{\mathbf R}.$$

Here $D_{nn'}=\langle\phi_n|t+V|\phi_{n'}\rangle-\langle\tilde\phi_n|t+V_{\rm loc}|\tilde\phi_{n'}\rangle$ defines $V^{\rm NL}_{\mathbf R}=\sum|\tilde p_n\rangle D_{nn'}\langle\tilde p_{n'}|$, while $a^{(1)}$ and $a^{(2)}$ are the all-electron minus pseudo matrix elements of $(e/2m_e)\mathbf L_{\mathbf R}\cdot\mathbf B$ and of the diamagnetic term. The term $a^{(2)}$ is quadratic in $B$ and drops out at first order.

The term $a^{(1)}$ is linear in $B$. Write $n=(i,l,m)$, with $i$ counting radial functions. The operator $\mathbf L_{\mathbf R}$ acts on the spherical harmonic, conserves $l$ and leaves the radial function unchanged, so each matrix element is an angular factor times a radial overlap. The angular factor is common to $\phi$ and $\tilde\phi$, hence

$$a^{(1)}_{ilm,jl'm'}=\frac{e}{2m_e}\,\delta_{ll'}\,\mathbf B\cdot\langle lm|\mathbf L|lm'\rangle\,q^{\,l}_{ij},$$

with $q^l_{ij}$ the difference of radial overlaps. For $l=0$ the angular factor is zero. For $l>0$ the term vanishes when $q^l_{ij}=0$ for every pair $i,j$. One norm-conserving wave per $l$ satisfies this; two waves that conserve their norms separately fix $q_{11}$ and $q_{22}$ and leave $q_{12}$ free.

The same matrix controls the zero-field potential. Define $\chi_j=(\varepsilon_j-t-V_{\rm loc})\tilde\phi_j$, which vanishes outside the sphere, and $b_{ij}=\langle\tilde\phi_i|\chi_j\rangle$, real for real radial functions. Using $(t+V)\phi_j=\varepsilon_j\phi_j$ in the first term of $D$ and $(t+V_{\rm loc})\tilde\phi_j=\varepsilon_j\tilde\phi_j-\chi_j$ in the second gives $D_{ij}=\varepsilon_jq_{ij}+b_{ij}$. By Green's theorem $\langle f|t|g\rangle-\langle g|t|f\rangle^*$ over the sphere is a surface integral of values and slopes, and these agree for $\phi$ and $\tilde\phi$; the surface terms cancel in $D$, so $D_{ij}=D_{ji}$. Then

$$b_{ij}-b_{ji}=(\varepsilon_i-\varepsilon_j)\,q_{ij}.$$

For two different energies, $q_{12}=0$ is thus equivalent to a symmetric $b$. For one wave per channel, $\tilde p=\chi/b$ satisfies $\langle\tilde p|\tilde\phi\rangle=1$, $D=b$ when $q=0$, and $V^{\rm NL}=|\chi\rangle\langle\chi|/b$ is the Kleinman–Bylander form. The derivation assumes that $V^{\rm NL}$ and $\mathcal T$ come from the same partial waves.

With $a^{(1)}=0$ the linear terms are the kinetic cross term and the expansion of the phases. From $U_{\mathbf R}=1+(ie/2\hbar)\,\mathbf r\cdot(\mathbf R\times\mathbf B)+O(B^2)$ and its conjugate,

$$U_{\mathbf R}V^{\rm NL}_{\mathbf R}U^\dagger_{\mathbf R}=V^{\rm NL}_{\mathbf R}+\frac{ie}{2\hbar}(\mathbf R\times\mathbf B)\cdot[\mathbf r,V^{\rm NL}_{\mathbf R}]+O(B^2).$$

Inserting $[\mathbf r,V^{\rm NL}_{\mathbf R}]=i\hbar\mathbf v_{\mathbf R}$ makes the linear term $-(e/2)(\mathbf R\times\mathbf B)\cdot\mathbf v_{\mathbf R}$. Since $(\mathbf R\times\mathbf B)\cdot\mathbf v=\mathbf B\cdot(\mathbf v\times\mathbf R)=-\mathbf B\cdot(\mathbf R\times\mathbf v)$, it equals $+(e/2)\mathbf B\cdot(\mathbf R\times\mathbf v_{\mathbf R})$, and adding $(e/2m_e)\mathbf L\cdot\mathbf B$ gives the stated operator. The name velocity is earned by $[\mathbf r,t]=i\hbar\mathbf p/m_e$, which makes $[\mathbf r,\bar H^{(0)}]/i\hbar=\mathbf p/m_e+\sum\mathbf v_{\mathbf R}$. Two limits are immediate. A local pseudopotential has $\mathbf v_{\mathbf R}=0$. A single atom with the gauge origin on its centre has $\mathbf R=0$. In both cases $\mathbf L$ alone remains.

Moving the gauge origin to $\mathbf d$ replaces $\mathbf L$ by $\mathbf L-\mathbf d\times\mathbf p$ and $\mathbf R$ by $\mathbf R-\mathbf d$, so the first-order operator changes by

$$-\frac e2\mathbf B\cdot\mathbf d\times\Big(\frac{\mathbf p}{m_e}+\sum_{\mathbf R}\mathbf v_{\mathbf R}\Big)=\frac{ie}{2\hbar}\big[\mathbf B\cdot(\mathbf d\times\mathbf r),\bar H^{(0)}\big].$$

This is the linear part of $W\bar HW^\dagger$ with $W=\exp[(ie/2\hbar)\mathbf B\cdot(\mathbf d\times\mathbf r)]$, and its matrix elements vanish within any degenerate level of $\bar H^{(0)}$. At finite field the shifted phase factor is $WU_{\mathbf R}$ and the kinetic term transforms with $W$ as well, so the spectrum with the full phases is independent of $\mathbf d$. With $\mathbf L$ alone the change lacks the $\mathbf v_{\mathbf R}$ part and differs from the gauge term by $(e/2)\mathbf B\cdot\mathbf d\times\sum\mathbf v_{\mathbf R}$.

Gauge invariance does not exclude the candidate with $\mathbf r\times\mathbf v$. In real space the GIPAW phase multiplies the kernel $V(\mathbf r,\mathbf r')$ by $\exp[-(ie/2\hbar)\mathbf B\cdot\mathbf R\times(\mathbf r-\mathbf r')]$. On a straight segment from $\mathbf a$ to $\mathbf c$, $\int\mathbf A\cdot d\mathbf l=\tfrac12\mathbf B\cdot(\mathbf a\times\mathbf c)$, because $[\mathbf a+\tau(\mathbf c-\mathbf a)]\times(\mathbf c-\mathbf a)=\mathbf a\times\mathbf c$ for every $\tau$. The GIPAW phase is therefore $\exp[-(ie/\hbar)\int\mathbf A\cdot d\mathbf l]$ along the path $\mathbf r'\to\mathbf R\to\mathbf r$. The direct segment $\mathbf r'\to\mathbf r$ is equally covariant, being a line integral between the same end points; its linear term $-(ie/2\hbar)\mathbf B\cdot(\mathbf r'\times\mathbf r)V$ is the kernel of $(e/2)\mathbf B\cdot\mathbf r\times\mathbf v$. With $\boldsymbol\rho=\mathbf r-\mathbf R$, expanding $(\mathbf R+\boldsymbol\rho')\times(\mathbf R+\boldsymbol\rho)$ gives $\mathbf r'\times\mathbf r=\mathbf R\times(\mathbf r-\mathbf r')+\boldsymbol\rho'\times\boldsymbol\rho$. The straight line adds an on-site term that has no counterpart in $\mathcal T^\dagger H\mathcal T$, so the choice has to be made by comparison with the all-electron problem.

That comparison needs care because $\mathcal T=\mathcal T^{(0)}+\mathcal T^{(1)}+\dots$ depends on the field. For zero-field eigenstates $|i\rangle=\mathcal T^{(0)}|\tilde\imath\rangle$, the linear part of $\mathcal T^\dagger H\mathcal T$ gives $\langle i|H^{(1)}|j\rangle+\varepsilon_j\langle\mathcal T^{(1)}\tilde\imath|j\rangle+\varepsilon_i\langle i|\mathcal T^{(1)}\tilde\jmath\rangle$. The linear part of $\bar S=1$ gives $\langle\mathcal T^{(1)}\tilde\imath|j\rangle=-\langle i|\mathcal T^{(1)}\tilde\jmath\rangle$, so

$$\langle\tilde\imath|\bar H^{(1)}|\tilde\jmath\rangle=\langle i|H^{(1)}|j\rangle+(\varepsilon_i-\varepsilon_j)\langle i|\mathcal T^{(1)}|\tilde\jmath\rangle .$$

Matrix elements are directly comparable within a degenerate level. There the equality can be shown without the completeness assumption if every angular channel has one norm-conserving wave at the level energy $\varepsilon$. Inside a sphere an all-electron state is $\psi_a=\sum c_n\phi_n$. The function $\tilde\psi_a=\sum c_n\tilde\phi_n$, continued by $\psi_a$ outside, obeys $(t+V_{\rm loc}-\varepsilon)\tilde\psi_a=-\sum c_n\chi_n$ and $V^{\rm NL}\tilde\psi_a=\sum c_n\chi_n$, so it is a pseudo eigenstate at $\varepsilon$, with the same norm. Outside the spheres the two integrals of $\mathbf L$ coincide. Inside, $\mathbf L=\mathbf L_{\mathbf R}+\mathbf R\times\mathbf p$, and the $\mathbf L_{\mathbf R}$ parts agree because $q=0$. For the rest, $i\hbar\int_\Omega\psi_a^*(\mathbf p/m_e)\psi_b=\varepsilon\int_\Omega\psi_a^*\mathbf r\psi_b-\int_\Omega\psi_a^*(t+V)\mathbf r\psi_b$. Green's theorem moves $t+V$ onto $\psi_a$, the volume terms cancel since both energies are $\varepsilon$, and what remains is $(\hbar^2/2m_e)\oint[\psi_a^*\partial_n(\mathbf r\psi_b)-\mathbf r\psi_b\,\partial_n\psi_a^*]$. The same steps with $t+V_{\rm loc}+V^{\rm NL}_{\mathbf R}$ reduce the pseudo integral of $\mathbf p/m_e+\mathbf v_{\mathbf R}$ to the same surface term. It is the full velocity, multiplied by $\mathbf R$, that reproduces the all-electron $\mathbf R\times\mathbf p/m_e$.

A model with round parameters puts numbers on these statements; the main values are listed in the numerical output below. It is two-dimensional with $\mathbf B$ along $z$, where $\cos m\varphi$ and $\sin m\varphi$ replace the spherical harmonics and the steps above carry over. Four wells $V=-170\ {\rm eV}\,(1-s)^4$, $s=\rho^2/r_c^2$, $r_c=1$ Å, sit at $(\pm1.1,\pm1.1)$ Å, and $V_{\rm loc}$ has the same shape with depth 90 eV. Both problems are diagonalized on one sinc grid of $80\times80$ points with spacing 0.1 Å. The all-electron reference is this local one-electron model in this finite box, without spin or screening. Among states odd in $x$ and even in $y$ it has a core level at $-81.19$ eV and valence levels at $-12.1965$ and $-10.5681$ eV; each has a degenerate partner obtained by a quarter turn.

Partial waves $(\rho/r_c)^mg(s)$ times an angular factor are taken at $\varepsilon=-12.1965$ eV for $m=0$ to 4. The s and p waves are replaced by a polynomial in $s$ that matches $g$ and five derivatives at $s=1$, plus a multiple of $(1-s)^6$ fixed by the norm through a quadratic equation, of which the larger root is taken. For $m=2$ to 4, $\tilde\phi=\phi$; higher channels see $V_{\rm loc}$ alone. The all-electron s wave has one node and its pseudo partner none. The denominators $b$ are $+10.90$ eV for s, and $-27.96$, $-3.43$, $-1.27$, $-0.64$ eV for $m=1$ to 4. The lowest pseudo level of the symmetry sector lies $6\times10^{-5}$ eV above $\varepsilon$, tested to 0.02 eV, so no ghost lies below it in that sector. The next pseudo level, $-10.5628$ eV, is 5 meV above its all-electron counterpart; it lies 1.63 eV from the reference energy, where the proof above does not apply.

Take $\psi_+=(\psi_x+i\psi_y)/\sqrt2$, which transforms like $e^{i\varphi}$ under the quarter turn. Its shift is $\mu_BB\Lambda$ with $\mu_B=e\hbar/2m_e$ and $\Lambda$ the expectation value of the bracket in units of $\hbar$. With $w=R_xy-R_yx$, $(\mathbf R\times\mathbf v)_z=[w,V^{\rm NL}_{\mathbf R}]/i\hbar$, and for one projector $\langle[w,V]\rangle=2i\,{\rm Im}(\langle\chi|w\psi\rangle^*\langle\chi|\psi\rangle)/b$, so

$$\Lambda=\frac{\langle L_z\rangle}{\hbar}+\frac{2m_e}{\hbar^2}\sum_{\chi}\frac{{\rm Im}\big(\langle\chi|w\psi\rangle^*\langle\chi|\psi\rangle\big)}{b}.$$

The all-electron value is $-1.15474$. Its sign is allowed because fourfold symmetry fixes the angular momentum about the centre modulo 4, to $1,-3,5,\dots$; a negative mean requires weight on $-3$ or lower. The pseudo state has $\langle L_z\rangle/\hbar=-1.03209$. The channels $m=0$ to 4 contribute $-0.08028$, $-0.03682$, $-0.00570$, $+0.00014$ and $+0.00002$, in total $-0.12265$ up to rounding, and $-1.03209-0.12265=-1.15474$. The printed residual is $5\times10^{-7}$, against a tested tolerance of $5\times10^{-3}$. With $\mathbf L$ alone the error is $0.12265/1.15474=10.6\%$ of the all-electron value. No choice of gauge origin removes it: both states of the pair are odd under inversion, so $\mathbf p$ has no matrix element between them and $\mathbf d\times\mathbf p$ contributes nothing. At 10 T, $\mu_BB=5.7884\times10^{-4}$ eV, and the shift of $\psi_+$ is $-1.15474\times5.7884\times10^{-4}=-6.684\times10^{-4}$ eV, or $-1.071\times10^{-22}$ J, against $-5.974\times10^{-4}$ eV with $\mathbf L$ alone.

The linearization is tested against eigenvalues of the pseudo Hamiltonian at 50 T with the full phases and the diamagnetic term, $a^{(2)}$ being left out. There $\mu_BB=2.89419\times10^{-3}$ eV and the levels are $-12.1998118$ and $-12.1931277$ eV. Reversing $B$ exchanges $\psi_+$ and $\psi_-$, so even orders cancel in the difference, and $-0.0066841/(2\times0.00289419)=-1.15474$, tested to $5\times10^{-4}$.

A single pseudo atom at 50 T tests the gauge statements. Its p levels, $-11.5019382$ and $-11.4961498$ eV, move by $10^{-13}$ eV, tested to $10^{-7}$ eV, when the origin is displaced by $(16,12)$ Å with the phases kept, and the half splitting stays $1.000000\,\mu_BB$. Without the phases the mean level moves by $-2.8\times10^{-4}$ eV, about a tenth of $\mu_BB$. Parity removes the first-order term within the p pair, so the leading effect is second order in $k=(eB/\hbar)|\mathbf d|/2=7.5963\times10^{-4}\times10=7.6\times10^{-3}$ Å$^{-1}$, where $\hbar k=e|\mathbf A(\mathbf d)|$ is the constant momentum shift that the new origin puts into the kinetic term. That shift contributes $+\hbar^2k^2/2m_e=3.81\times(7.6\times10^{-3})^2=2.2\times10^{-4}$ eV directly, plus a second-order term from $\hbar\mathbf k\cdot\mathbf p/m_e$. For a local potential gauge invariance makes the two cancel; with $V^{\rm NL}$ left without its phases they do not. This argument fixes the order $k^2$ only: the sign and size of the remainder are taken from the computation and are not derived here.

For the same atom, rotational symmetry fixes the all-electron first-order shift of $R(\rho)e^{i\varphi}/\sqrt{2\pi}$ at $+\mu_BB$, and $\bar H^{(1)}$ gives $\langle L_z\rangle=1.000000\,\hbar$. The straight-line term adds $(2m_e/\hbar^2)\sum{\rm Im}(\langle\chi|y\psi\rangle^*\langle\chi|x\psi\rangle)/b$. From $xe^{i\varphi}=\rho(1+e^{2i\varphi})/2$ and $ye^{i\varphi}=i\rho(1-e^{2i\varphi})/2$, the sum is $-I_0^2/4b_0+I_2^2/4b_2$ with $I_m=\int\chi_m\,\rho R\,\rho\,d\rho$. With $b_0>0$ and $b_2<0$ both parts are negative. The computed value is $-0.696$, which leaves $0.304\,\mu_BB$ in place of $\mu_BB$.

The failure of separate norm conservation is tested with a second p wave 8 eV higher, at $-4.1965$ eV, each wave normalized to one in the sphere and positive at $r_c$. Direct quadrature of $L_z$ between $\cos\varphi$ and $\sin\varphi$ waves, for which the angular factor is $-i\hbar$, gives diagonal elements of $a^{(1)}$ below the tested $10^{-7}\mu_BB$ and $i\,a^{(1)}_{12}=-1.526\,\mu_BB$, equal to $q_{12}$; the asymmetry $b_{12}-b_{21}=12.208$ eV equals $(-8\ {\rm eV})(-1.526)$. The size of this value comes from the root chosen in the norm equation, as the overlaps show. Each overlap is at most one in magnitude, so $q_{12}=-1.526$ forces the all-electron overlap to be at most $-0.526$ and the pseudo overlap at least $+0.526$. The first wave is nodeless and positive, so the second all-electron wave must change sign inside the sphere, while its pseudo partner overlaps the first positively. Each pseudo wave is a fixed part orthogonal to the function $(\rho/r_c)(1-s)^6$ plus a component along it; the norm fixes the size of that component, and the two roots differ only in its sign. The pseudo overlap therefore depends on the product of the two signs. With the same root for both waves, larger or smaller, it is $+0.562$. With the larger root for the first wave and the smaller for the second, which then has one node like its all-electron partner, both norms are still conserved, the pseudo overlap is $-0.964$, equal to the all-electron one to three decimals, and $q_{12}$ is only $2.5\times10^{-4}$. The value $-1.526$ therefore reflects the choice of root and is no guide to other data sets; it shows that separate norm conservation does not by itself control $q_{12}$. For any set with several projectors per channel, $q^l_{ij}$ has to be computed, and wherever it is nonzero the field-dependent overlap operator must be kept, together with $a^{(1)}$ when $l>0$.

## Computed results

```
hbar^2/2m = 3.80998 eV A^2 ; mu_B = 5.788382e-05 eV/T
V0 = 170.0 eV, V_loc depth = 90.0 eV, rc = 1.0 A, sites at +-1.1 A
grid 80 x 80, spacing 0.1 A, projectors up to |m| = 4
AE levels (odd x, even y) = -81.1862 -12.1965 -10.5681 eV
PS levels (odd x, even y) = -12.1965 -10.5628 5.2167 eV
reference energy = -12.1965 eV ; PS - AE = 6.21e-05 eV
s nodes AE, PS = 1, 0 ; p nodes AE, PS = 0, 0
|m|=0: <ps|chi> = 10.9046 eV ; m<R x v> = -0.08028 hbar
|m|=1: <ps|chi> = -27.9631 eV ; m<R x v> = -0.03682 hbar
|m|=2: <ps|chi> = -3.4297 eV ; m<R x v> = -0.00570 hbar
|m|=3: <ps|chi> = -1.2685 eV ; m<R x v> = 0.00014 hbar
|m|=4: <ps|chi> = -0.6434 eV ; m<R x v> = 0.00002 hbar
second p energy = -4.1965 eV ; q12 = -1.526030e+00
|a1_11|, |a1_22| = 6.3e-12, 3.4e-10 mu_B B ; i a1_12 = -1.526030e+00 mu_B B
B12 - B21 = 1.220824e+01 eV ; (e1-e2) q12 = 1.220824e+01 eV
AE <L> = -1.15474 hbar
PS <L> = -1.03209 hbar ; m sum <R x v> = -0.12265 hbar
GIPAW total = -1.15474 hbar
error GIPAW = 4.9e-07 hbar ; error L alone = 0.12265 hbar
finite field B = 50.0 T, eB/hbar = 7.5963e-04 1/A^2, mu_B B = 2.89419e-03 eV
levels at that B: psi+ -12.1998118 eV, psi- -12.1931277 eV
slope from eigenvalues = -1.15474 mu_B
B = 10.0 T: shift AE = -6.6841e-04 eV, GIPAW = -6.6841e-04 eV
B = 10.0 T: shift L alone = -5.9742e-04 eV
B = 10.0 T: GIPAW shift = -1.0709e-22 J
atom p levels, origin on atom = -11.5019382, -11.4961498 eV
origin moved to (16.0, 12.0) A: max change with phases = 1.4e-13 eV
mean change without phases = -2.765e-04 eV
atom half splitting, moved origin = 1.000000 mu_B B ; <L> = 1.000000 hbar
straight-line extra term = -0.6964 hbar ; total = 0.3036 hbar
```
